# The Electron–Nucleus Cusp from a Bounded Local Energy: a program that tests the result

```python
"""Electron-nucleus cusp: if the local energy E_L = (H psi)/psi stays bounded as
one electron reaches a nucleus of charge Z, and psi is continuous and nonzero
there, the spherical average of psi has logarithmic slope -Z at the nucleus.
r: electron-nucleus distance; mu: cosine of the angle to a fixed axis;
zeta: orbital exponent; g: coefficient of the direction-dependent linear term.
Hartree atomic units throughout (lengths in bohr, energies in hartree)."""
import numpy as np
import sympy as sp
from numpy.polynomial import laguerre as lag, legendre as leg
from scipy.linalg import eigh
from sympy.physics.hydrogen import R_nl

MU, WMU = leg.leggauss(32)


def average(f, r):
    """Average over directions of an axially symmetric f(r, mu)."""
    return float(np.sum(WMU * f(r, MU)) / 2)


def log_slope(f, h=0.01):
    """One-sided fourth-order difference for f'(0)/f(0)."""
    v = [f(k * h) for k in range(5)]
    return (-25*v[0] + 48*v[1] - 36*v[2] + 16*v[3] - 3*v[4]) / (12*h*v[0])


def mean_slope(f):
    return log_slope(lambda r: average(f, r))


def ray_slope(f, mu):
    return log_slope(lambda r: float(f(r, np.array([mu]))[0]))


# --- spherical one-electron functions: strength of the 1/r divergence ---
r, Z, lam, zt = sp.symbols("r Z lambda zeta", positive=True)


def radial_local_energy(psi, charge):
    kinetic = -(sp.diff(psi, r, 2) + 2*sp.diff(psi, r)/r) / 2
    return sp.simplify(kinetic/psi - charge/r)


for trial, slope in ((1 + lam*r, lam), (sp.exp(-zt*r), -zt), (sp.exp(-r**2), 0)):
    strength = sp.limit(sp.simplify(r*radial_local_energy(trial, Z)), r, 0)
    assert sp.simplify(strength + slope + Z) == 0

# variance of E_L for exp(-zeta r) by direct integration
z_var, charge_var = sp.Rational(27, 16), 2
orb = sp.exp(-z_var*r)
el = sp.expand(radial_local_energy(orb, charge_var))


def expectation(q):
    top = sp.integrate(sp.expand(r**2*q)*sp.exp(-2*z_var*r), (r, 0, sp.oo))
    return top / sp.integrate(r**2*sp.exp(-2*z_var*r), (r, 0, sp.oo))


variance = expectation(sp.expand(el**2)) - expectation(el)**2
assert abs(float(variance - z_var**2*(z_var - charge_var)**2)) < 1e-12

# hydrogenic functions: slope after removal of r**l
nodal = {}
for n, l in ((1, 0), (2, 0), (3, 0), (2, 1), (3, 1), (3, 2)):
    reduced = sp.simplify(R_nl(n, l, r, 1) / r**l)
    nodal[n, l] = float(sp.limit(sp.diff(reduced, r)/reduced, r, 0))
    assert abs(nodal[n, l] + 1/(l + 1)) < 1e-12

# --- angular rule for terms linear in r ---
x1, y1, z1, x2, y2, z2 = sp.symbols("x1 y1 z1 x2 y2 z2", real=True)
r1 = sp.sqrt(x1**2 + y1**2 + z1**2)
r2 = sp.sqrt(x2**2 + y2**2 + z2**2)
r12 = sp.sqrt((x1-x2)**2 + (y1-y2)**2 + (z1-z2)**2)


def laplacian(f, coords):
    return sum(sp.diff(f, q, 2) for q in coords)


point = {x1: 1, y1: 2, z1: 2}
angular = []
for l in range(4):
    p_l = sp.legendre(l, z1/r1)
    ratio = (r1*laplacian(r1*p_l, (x1, y1, z1))).subs(point)
    ratio = sp.simplify(ratio / sp.sympify(p_l).subs(point))
    angular.append(float(ratio))
    assert ratio == 2 - l*(l + 1)

# correct averaged cusp, yet divergent local energy
amp = 0.5
bad = sp.exp(-r1) + amp*r1*sp.legendre(2, z1/r1)
bad_el = -laplacian(bad, (x1, y1, z1))/(2*bad) - 1/r1
bad_strength = 1e-5*float(bad_el.subs({x1: 0, y1: 0, z1: 1e-5}))
bad_slope = mean_slope(lambda s, m: np.exp(-s) + amp*s*(3*m*m - 1)/2)
assert abs(bad_slope + 1) < 1e-6
assert abs(bad_strength - 2*amp) < 1e-3

# --- helium Slater-Jastrow function, electron 2 fixed on the z axis ---
Z_HE, B_J, D2 = 2, 0.5, 1.0
psi = sp.exp(-zt*(r1 + r2) + r12/(2*(1 + B_J*r12)))
lap1 = laplacian(psi, (x1, y1, z1))
lap2 = laplacian(psi, (x2, y2, z2))
e_loc = -(lap1 + lap2)/(2*psi) - Z_HE/r1 - Z_HE/r2 + 1/r12
fixed = {y1: 0, x2: 0, y2: 0, z2: D2}
psi_n, lap_n, el_n = (sp.lambdify((x1, z1, zt), q.subs(fixed), "numpy")
                      for q in (psi, lap1, e_loc))


def polar(f, zeta):
    return lambda s, m: f(s*np.sqrt(1 - m*m), s*m, zeta)


ZETAS = (2.0, 27/16)
he_mean = [mean_slope(polar(psi_n, z)) for z in ZETAS]
for z, s in zip(ZETAS, he_mean):
    assert abs(s + z) < 1e-5

# average of the Laplacian equals radial Laplacian of the average
s0, h = 0.3, 1e-3
wave = polar(psi_n, 2.0)
lhs = average(polar(lap_n, 2.0), s0)
u = [(s0 + k*h)*average(wave, s0 + k*h) for k in (-1, 0, 1)]
rhs = (u[0] - 2*u[1] + u[2]) / (h*h*s0)
assert abs(lhs - rhs) < 1e-5

he_to, he_away = ray_slope(wave, 1.0), ray_slope(wave, -1.0)
g_he = (he_to - he_away)/2
good, poor = polar(el_n, 2.0), polar(el_n, 27/16)
RS = (0.1, 0.01, 0.001, 0.0001)
table = [(s, good(s, 1.0), good(s, -1.0), poor(s, 1.0), poor(s, -1.0)) for s in RS]
for m in (1.0, 0.3, -1.0):
    assert abs(good(1e-3, m) - good(1e-5, m)) < 0.02
    assert abs(1e-5*poor(1e-5, m) - (27/16 - Z_HE)) < 1e-3
jump = good(1e-5, 1.0) - good(1e-5, -1.0)
assert abs(jump - 2*Z_HE*g_he) < 1e-3 and abs(g_he) > 0.1


# --- one electron and two fixed charges, no cusp imposed ---
def two_centre(za, zb, dist, alpha, size):
    """Ground state in a Laguerre x Legendre basis, prolate spheroidal coordinates."""
    a = dist/2
    t, wt = lag.laggauss(40)
    e, we = leg.leggauss(40)
    xi = 1 + t/(2*alpha)
    wt = wt/(2*alpha)
    f = lag.lagvander(t, size - 1)
    df = 2*alpha*(lag.lagval(t, lag.lagder(np.eye(size))).T - f/2)
    p = leg.legvander(e, size - 1)
    dp = leg.legval(e, leg.legder(np.eye(size))).T

    def gram(b, w):
        return b.T @ (b*w[:, None])

    x_0, x_1, x_2 = (gram(f, wt*xi**k) for k in range(3))
    e_0, e_1, e_2 = (gram(p, we*e**k) for k in range(3))
    kin = a/2*(np.kron(gram(df, wt*(xi**2 - 1)), e_0)
               + np.kron(x_0, gram(dp, we*(1 - e**2))))
    pot = -a*a*((za + zb)*np.kron(x_1, e_0) + (zb - za)*np.kron(x_0, e_1))
    over = a**3*(np.kron(x_2, e_0) - np.kron(x_0, e_2))
    val, vec = eigh(kin + pot, over, subset_by_index=[0, 0])
    coef = vec[:, 0].reshape(size, size)

    def around(centre):
        def f_wave(s, m):
            near = s + 0*m
            far = np.sqrt(s*s + dist**2 - 2*s*dist*m)
            ra, rb = (near, far) if centre == "A" else (far, near)
            tt = 2*alpha*((ra + rb)/dist - 1)
            left = lag.lagvander(tt, size - 1) @ coef
            right = leg.legvander((ra - rb)/dist, size - 1)
            return np.exp(-tt/2)*np.sum(left*right, axis=1)
        return f_wave
    return float(val[0]), around


DIST = 2.0
results = []
for za, zb, alpha in ((1, 1, 1.5), (3, 1, 3.2)):
    energy, around = two_centre(za, zb, DIST, alpha, 18)
    smaller, _ = two_centre(za, zb, DIST, alpha, 14)
    assert abs(energy - smaller) < 1e-7
    for centre, charge in (("A", za), ("B", zb)):
        f = around(centre)
        mean, to, away = mean_slope(f), ray_slope(f, 1.0), ray_slope(f, -1.0)
        g = (to - away)/2
        assert abs(mean + charge) < 1e-4
        for m in (-0.6, 0.0, 0.5, 0.8):
            assert abs(ray_slope(f, m) - (-charge + g*m)) < 1e-3
        assert abs(g) > 0.01
        results.append((za, zb, centre, energy, abs(energy - smaller), mean, to, away))

print("Lengths in bohr, energies in hartree, slopes in 1/bohr")
print(f"exp(-zeta r), Z = {charge_var}, zeta = {float(z_var):.4f}:")
print(f"  variance of local energy = {float(variance):.6f} hartree^2")
print("r * Laplacian(r P_l) / P_l for l = 0..3:", angular)
print(f"P2 counterexample, Z = 1, amplitude {amp} 1/bohr:")
print(f"  averaged slope = {bad_slope:.6f} 1/bohr")
print(f"  r*E_L on the axis at r = 1e-5 bohr: {bad_strength:.5f} hartree bohr")
print("Hydrogenic slope after removing r**l, Z = 1 (1/bohr):")
for (n, l), s in nodal.items():
    print(f"  n = {n}, l = {l}: {s:.6f}")
print(f"Helium: b = {B_J} 1/bohr, electron 2 at {D2} bohr from nucleus")
for z, s in zip(ZETAS, he_mean):
    print(f"  zeta = {z:.4f} 1/bohr: averaged slope = {s:.6f} 1/bohr")
print(f"  zeta = 2: slope toward electron 2 = {he_to:.6f} 1/bohr")
print(f"  zeta = 2: slope away from electron 2 = {he_away:.6f} 1/bohr")
print(f"  linear coefficient g along axis = {g_he:.6f} 1/bohr")
print(f"  averaging identity at r = {s0} bohr, zeta = 2 (unnormalized psi):")
print(f"    average of Laplacian = {lhs:.6f}, Laplacian of average = {rhs:.6f}")
print("  E_L (hartree), toward / away from electron 2:")
print("  r (bohr)   zeta=2 toward    away   zeta=1.6875 toward    away")
for row in table:
    print("  {:.4f}  {:12.5f} {:12.5f} {:14.4f} {:14.4f}".format(*row))
print(f"  E_L toward minus away at r = 1e-5 bohr, zeta = 2: {jump:.5f} hartree")
print(f"  predicted 2 Z g = {2*Z_HE*g_he:.5f} hartree")
print(f"One electron, two fixed charges {DIST} bohr apart, 18 x 18 basis:")
for za, zb, centre, energy, change, mean, to, away in results:
    print(f"  charges {za},{zb}; nucleus {centre}: averaged slope {mean:.6f} 1/bohr")
    print(f"    toward other nucleus {to:.6f}, away {away:.6f} 1/bohr")
    if centre == "A":
        print(f"    electronic energy {energy:.8f} hartree")
        print(f"    energy change from 14 x 14 basis {change:.1e} hartree")
print("done: every assertion held")
```

It prints:

```
Lengths in bohr, energies in hartree, slopes in 1/bohr
exp(-zeta r), Z = 2, zeta = 1.6875:
  variance of local energy = 0.278091 hartree^2
r * Laplacian(r P_l) / P_l for l = 0..3: [2.0, 0.0, -4.0, -10.0]
P2 counterexample, Z = 1, amplitude 0.5 1/bohr:
  averaged slope = -1.000000 1/bohr
  r*E_L on the axis at r = 1e-5 bohr: 0.99999 hartree bohr
Hydrogenic slope after removing r**l, Z = 1 (1/bohr):
  n = 1, l = 0: -1.000000
  n = 2, l = 0: -1.000000
  n = 3, l = 0: -1.000000
  n = 2, l = 1: -0.500000
  n = 3, l = 1: -0.500000
  n = 3, l = 2: -0.333333
Helium: b = 0.5 1/bohr, electron 2 at 1.0 bohr from nucleus
  zeta = 2.0000 1/bohr: averaged slope = -2.000000 1/bohr
  zeta = 1.6875 1/bohr: averaged slope = -1.687500 1/bohr
  zeta = 2: slope toward electron 2 = -2.222222 1/bohr
  zeta = 2: slope away from electron 2 = -1.777778 1/bohr
  linear coefficient g along axis = -0.222222 1/bohr
  averaging identity at r = 0.3 bohr, zeta = 2 (unnormalized psi):
    average of Laplacian = -0.950760, Laplacian of average = -0.950760
  E_L (hartree), toward / away from electron 2:
  r (bohr)   zeta=2 toward    away   zeta=1.6875 toward    away
  0.1000      -3.30991     -2.54588        -5.5951        -4.9611
  0.0100      -3.34225     -2.46609       -33.7524       -33.0142
  0.0010      -3.34534     -2.45772      -315.0055      -314.2567
  0.0001      -3.34564     -2.45688     -3127.5058     -3126.7559
  E_L toward minus away at r = 1e-5 bohr, zeta = 2: -0.88888 hartree
  predicted 2 Z g = -0.88889 hartree
One electron, two fixed charges 2.0 bohr apart, 18 x 18 basis:
  charges 1,1; nucleus A: averaged slope -1.000000 1/bohr
    toward other nucleus -0.696769, away -1.303231 1/bohr
    electronic energy -1.10263421 hartree
    energy change from 14 x 14 basis 3.3e-15 hartree
  charges 1,1; nucleus B: averaged slope -1.000000 1/bohr
    toward other nucleus -0.696769, away -1.303231 1/bohr
  charges 3,1; nucleus A: averaged slope -3.000000 1/bohr
    toward other nucleus -2.971894, away -3.028106 1/bohr
    electronic energy -5.00204202 hartree
    energy change from 14 x 14 basis 3.6e-14 hartree
  charges 3,1; nucleus B: averaged slope -1.000000 1/bohr
    toward other nucleus 1.028106, away -3.028106 1/bohr
done: every assertion held
```
